# Capacitance of a Gently Rough Dielectric on an Inert Plane, part 1

(Sections cited here and not found follow in the second part.)

## First half: columns and the variance law

### A one per cent gain from the same volume

An oxide film has a mean thickness of 10 nm and a root-mean-square roughness of 1 nm, with no place departing from the mean by more than a small fraction of the thickness. If its thick and thin places are treated as capacitors side by side, its capacitance comes out about 1 per cent larger than that of a flat film made from the same volume of oxide. The rough film has as much material above the mean as is missing below it, so one might expect the two to cancel. They cancel in the volume but not in the capacitance, because capacitance depends on the inverse of the thickness.

The leading result for this column model is

$$
\frac{\Delta C}{C_0}=\frac{\sigma^2}{t_0^2},
$$

where $t_0$ is the mean thickness, $\sigma^2$ is the variance of the thickness, $C_0$ is the capacitance of the flat film of equal volume, and $\Delta C=C-C_0$. With $\sigma=1$ nm and $t_0=10$ nm the right side is $1/100$.

### The film and the conventions

The lower electrode is the flat plane $z=0$. In the transistor considered here this is the channel, a layered semiconductor whose surface offers few bonding sites to a growing oxide. In this half the channel is treated as an ideal conductor in direct contact with the oxide. The oxide fills the region from $z=0$ to $z=t(x,y)$, and the gate metal follows its upper surface without voids. The oxide has one uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ and contains no fixed charge.

The projected area on the plane $z=0$ is $A$. Angle brackets denote an average over this area:

$$
\langle f\rangle=\frac1A\int f(x,y)\,dx\,dy .
$$

In this notation

$$
t_0=\langle t\rangle,\qquad \sigma^2=\langle (t-t_0)^2\rangle .
$$

The average is not taken along the longer, tilted upper surface. The film is closed, which means that $t>0$ everywhere.

### One column, then many

Consider a narrow vertical column with base area $dA$ and thickness $t$. The column approximation takes the field inside it to be vertical and uniform. A voltage $V$ between gate and channel then gives a field of magnitude $V/t$ and a displacement of magnitude $\varepsilon V/t$. The displacement at a conductor equals its charge per area, so the charge on this column is

$$
dQ=\frac{\varepsilon V}{t}\,dA .
$$

All columns share the gate above and the channel below, so all have the same voltage. They are capacitors in parallel and their charges add:

$$
Q=\varepsilon V\int\frac{dA}{t}=\varepsilon V A\left\langle\frac1t\right\rangle .
$$

Division by $VA$ gives

$$
\frac CA=\varepsilon\left\langle\frac1t\right\rangle .
$$

The neglect of sideways fields is the one electrostatic approximation made here. The second half examines it.

### The flat film of equal volume

The volume of the rough film is

$$
\int t\,dA=A t_0 .
$$

A flat film with the same volume and the same area therefore has thickness $t_0$. Its capacitance per area is $C_0/A=\varepsilon/t_0$. Dividing the rough result by this one removes the permittivity and the area:

$$
\frac{C}{C_0}=t_0\left\langle\frac1t\right\rangle .
$$

The choice of reference matters. Compared with a flat film as thin as the thinnest column, the rough film has the smaller capacitance, since none of its columns is thinner than that. The increase derived here belongs to the comparison at equal volume, equal area and equal permittivity.

### Two columns by hand

Let half the area have thickness 9 nm and the other half 11 nm. The mean is 10 nm and each deviation has magnitude 1 nm, so $\sigma=1$ nm. Then

$$
\frac{C}{C_0}=10\times\frac12\left(\frac19+\frac1{11}\right)
=5\times\frac{20}{99}=\frac{100}{99}=1.0101 .
$$

The increase is 1.0101 per cent, close to the leading value of 1 per cent.

The charges show where it comes from. In units of the charge per area on the flat film, the thin half carries $10/9=1.111$ and the thick half carries $10/11=0.909$. The thin half gains 0.111 while the thick half loses 0.091. The average of these two changes is $(0.111-0.091)/2=0.010$.

The common voltage is essential to this result. Suppose instead that every column were forced to carry the same charge per area $q_s$. The column voltages would be $q_s t/\varepsilon$, with average $q_s t_0/\varepsilon$, which is the voltage of the flat film. No gain would appear. The gain arises because charge on a connected electrode moves towards the thin places.

### An exact identity for the column model

Write the thickness as

$$
t=t_0(1+u),\qquad u=\frac{t-t_0}{t_0}.
$$

The average of $u$ vanishes because $\langle t\rangle=t_0$. Its mean square is

$$
\langle u^2\rangle=\frac{\langle(t-t_0)^2\rangle}{t_0^2}=\frac{\sigma^2}{t_0^2}\equiv s^2 .
$$

The capacitance ratio becomes $C/C_0=\langle 1/(1+u)\rangle$. To separate the linear part, use

$$
(1-u)(1+u)+u^2=1-u^2+u^2=1 .
$$

Dividing by $1+u$, which is positive because $t>0$, gives

$$
\frac1{1+u}=1-u+\frac{u^2}{1+u}.
$$

Now average. The first term gives 1 and the second gives zero. Hence

$$
\frac{\Delta C}{C_0}=\left\langle\frac{u^2}{1+u}\right\rangle .
$$

No expansion has been made, so this holds for any closed film within the column model. The quantity averaged is nowhere negative. The column capacitance therefore cannot fall below that of the flat film, and it equals it when $u=0$ over the whole area, apart from regions of no area.

### The leading law and its error

Let the deviations be limited by $|u|\le\eta$ with $\eta<1$. Then $1-\eta\le1+u\le1+\eta$. Taking inverses of these positive quantities reverses the order:

$$
\frac1{1+\eta}\le\frac1{1+u}\le\frac1{1-\eta}.
$$

Multiplication by $u^2$ and averaging give

$$
\frac{s^2}{1+\eta}\le\frac{\Delta C}{C_0}\le\frac{s^2}{1-\eta}.
$$

When $\eta$ tends to zero, both limits approach $s^2$ in ratio. This proves the leading law

$$
\frac{\Delta C}{C_0}\simeq s^2=\frac{\sigma^2}{t_0^2}.
$$

The error relative to $s^2$ is at most $\eta/(1-\eta)$. For the two columns, $\eta=0.1$, and the limits are 0.91 and 1.11 per cent. The value 1.0101 per cent lies between them.

### The same law from a covariance

The product of $t$ and $1/t$ is 1 at every point. The covariance of the two quantities is the average of their product minus the product of their averages:

$$
\operatorname{cov}\left(t,\frac1t\right)=1-t_0\left\langle\frac1t\right\rangle=-\frac{\Delta C}{C_0}.
$$

The gain thus measures how strongly inverse thickness falls as thickness rises. For small deviations the tangent to $1/t$ at $t_0$ gives

$$
\frac1t\simeq\frac1{t_0}-\frac{t-t_0}{t_0^2}.
$$

The constant has no covariance with $t$. The linear part gives $-\sigma^2/t_0^2$, and the leading law follows again. One factor of the deviation comes from the thickness and the other from the response of the charge, which is why the effect is quadratic.

### The shape of the height distribution

The leading term depends on the variance alone. To find what comes next, apply the identity for $1/(1+u)$ once more inside its own last term:

$$
\frac{u^2}{1+u}=u^2\left(1-u+\frac{u^2}{1+u}\right)
=u^2-u^3+\frac{u^4}{1+u}.
$$

Therefore

$$
\frac{\Delta C}{C_0}=s^2-\langle u^3\rangle+\left\langle\frac{u^4}{1+u}\right\rangle .
$$

A film with a few tall hills and broad shallow valleys has $\langle u^3\rangle>0$, and the cubic term lowers the gain. A film with a few deep pits has $\langle u^3\rangle<0$, and the same term raises it. If the heights are distributed symmetrically about the mean, the cubic term vanishes and the first correction is of fourth order.

### A cosine ripple

A smooth test surface is

$$
t=t_0+a\cos\theta,\qquad \theta=kx,
$$

with amplitude $a<t_0$ and wave number $k$. The average of $\cos^2\theta$ over a period is $1/2$, so $\sigma^2=a^2/2$. For $\sigma=1$ nm the amplitude is $a=\sqrt2\,\sigma=1.4142$ nm.

Let $b=a/t_0$. The column ratio is

$$
\frac C{C_0}=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\theta}{1+b\cos\theta}.
$$

Substitute $w=\tan(\theta/2)$, for which

$$
d\theta=\frac{2\,dw}{1+w^2},\qquad \cos\theta=\frac{1-w^2}{1+w^2}.
$$

The factors $1+w^2$ cancel, and the denominator becomes $1+w^2+b(1-w^2)$. Thus

$$
\frac C{C_0}=\frac1{2\pi}\int_{-\infty}^{\infty}
\frac{2\,dw}{(1+b)+(1-b)w^2}.
$$

For positive $p$ and $r$, $\int_{-\infty}^{\infty}dw/(p+rw^2)=\pi/\sqrt{pr}$. With $p=1+b$ and $r=1-b$,

$$
\frac{\Delta C}{C_0}=\frac1{\sqrt{1-b^2}}-1 .
$$

Here $b^2=2s^2=0.02$, and the increase is $1/\sqrt{0.98}-1=1.0153$ per cent. Expansion in $b^2$ explains the small excess over 1 per cent:

$$
\frac1{\sqrt{1-b^2}}-1=\frac{b^2}{2}+\frac{3b^4}{8}+\dots
=s^2+\frac32s^4+\dots
$$

The second term is $1.5\times10^{-4}$, or 0.015 percentage points. A direct sum over 256 columns of the ripple was tested against the closed form and agreed with it to better than $10^{-12}$.

### Capacitance and electrical thickness

For $\varepsilon_r=16$ and $t_0=10$ nm, the flat film has

$$
\frac{C_0}{A}=\frac{16\,\varepsilon_0}{10\ \text{nm}}=1.4167\ \mu\text{F/cm}^2 .
$$

The leading law raises this to $1.4167\times1.01=1.4308\ \mu\text{F/cm}^2$.

A thickness inferred from capacitance is $t_{\rm el}=\varepsilon A/C$. In the column model this is the harmonic mean $1/\langle1/t\rangle$. For the ripple it is $10/1.010153=9.90$ nm, which is 0.10 nm below the mean. If the mean thickness is known and the roughness is ignored, the permittivity is overestimated by the same 1 per cent, provided the electrodes are ideal and touch the oxide. In the stack of the second half the series layers outweigh this effect, and the same procedure would return about 13.5 instead of 16.

An error in the mean thickness has an effect of similar size. Since $C_0$ varies as $1/t_0$, a mean that is 0.1 nm too small also raises the calculated capacitance by about 1 per cent. To identify the roughness gain in a comparison of films, their volumes per area must be matched to much better than 1 per cent.

### Where the expansion fails

Let half the area be 1 nm thick and half 19 nm. The mean is again 10 nm, but $\sigma=9$ nm. The leading law gives 81 per cent. The column sum gives

$$
10\times\frac12\left(1+\frac1{19}\right)-1=4.263,
$$

an increase of 426 per cent. The thin half carries 19 times the charge of the thick half, and the variance no longer describes the result. A small variance does not by itself protect the law. If 1/82 of the area is 1 nm thick and the rest is 10.11 nm thick, then $t_0=10$ nm and $\sigma=1$ nm as in the main example, yet the column gain is 9.9 per cent instead of 1.

The failure is more severe if the distribution of thickness reaches zero with a finite probability density $p(0)$. Near zero, the contribution to $\langle1/t\rangle$ is $p(0)\int dt/t$, which diverges logarithmically at its lower limit. A Gaussian distribution of heights, taken literally, has this defect however small its variance. Its weight is set by $p(0)$, which for $\sigma/t_0=0.1$ carries a factor $e^{-50}$, so there the divergent part is negligible for any physical lower cutoff. It matters when $\sigma$ is a sizeable fraction of $t_0$: at $\sigma/t_0=0.3$ the column gain moves from about 14 to 16 per cent as the cutoff goes from 0.3 to 0.01 nm. The divergence belongs to ideal electrodes; a series layer of the kind treated in the second half replaces $1/t$ by $1/(t+d)$ and removes it. The law applies to a closed film with limited deviations. A pinhole is a contact between gate and channel and must be treated separately.

## Second half: sideways fields and the real stack

### Symbols and results carried over

The oxide has permittivity $\varepsilon$ and lies between a flat channel at $z=0$ and a conformal gate at $z=t$. Its mean thickness is $t_0$, its variance is $\sigma^2$, and $s=\sigma/t_0$. The capacitance of the flat film of equal volume is $C_0$. The column model gives $C/A=\varepsilon\langle1/t\rangle$, with leading gain $s^2$. The example has $t_0=10$ nm, $\sigma=1$ nm, $\varepsilon_r=16$ and the ripple $t=t_0+a\cos kx$ with $a=1.4142$ nm. Its column gain is 1.0153 per cent.

The lateral period, which did not affect the column sum, is now set to 100 nm. This gives $k=2\pi/(100\ \text{nm})$, $kt_0=0.6283$ and a maximum surface slope $ka=0.0889$.

### Why columns are an approximation

The field must meet a conductor at right angles. A vertical field does so at the flat channel but not at a tilted gate. The true potential $\phi$ satisfies $\nabla^2\phi=0$ in the oxide, with $\phi=0$ on the channel and $\phi=V$ on the gate. The surface is taken as periodic in the lateral directions, so that opposite side walls contribute nothing to the integrals below.

Two energy arguments enclose the true capacitance. The stored energy is

$$
U=\frac\varepsilon2\int|\nabla\phi|^2\,d^3r=\frac12CV^2 .
$$

### An upper bound

Take a trial potential $\phi+\chi$ with the correct values on both electrodes, so that $\chi=0$ there. Its energy is

$$
U_{\rm trial}=U+\varepsilon\int\nabla\phi\cdot\nabla\chi\,d^3r
+\frac\varepsilon2\int|\nabla\chi|^2\,d^3r .
$$

Integration by parts turns the middle term into a surface integral containing $\chi$, which vanishes, and a volume integral containing $\nabla^2\phi$, which also vanishes. The last term is not negative, so $U\le U_{\rm trial}$.

Choose the trial potential $Vz/t$. For a surface that varies along $x$, with $t'=dt/dx$, its derivatives are

$$
\frac{\partial}{\partial z}\frac{Vz}{t}=\frac Vt,\qquad
\frac{\partial}{\partial x}\frac{Vz}{t}=-\frac{Vzt'}{t^2}.
$$

The integral of their squares over the height is

$$
\int_0^t\left(\frac{V^2}{t^2}+\frac{V^2z^2t'^2}{t^4}\right)dz
=\frac{V^2}{t}\left(1+\frac{t'^2}{3}\right).
$$

Multiplying by $\varepsilon/2$, averaging over the area and comparing with $CV^2/2$ gives

$$
\frac CA\le\varepsilon\left\langle\frac{1+t'^2/3}{t}\right\rangle .
$$

In the column model, a closed film with small thickness deviations gains capacitance by the fraction $\sigma^2/t_0^2$ over a flat film of equal volume, and an energy argument that allows for sideways fields has now set an upper bound on the true capacitance. Still to come are the matching lower bound, the effect of the lateral period, the layers in series with the oxide, and the field and leakage at thin places.
